# Does the ground state change at the Jaynes–Cummings level crossing?

## Question

I am studying one two-level molecule coupled to one cavity mode. With $\hbar=1$, I diagonalized the Jaynes–Cummings Hamiltonian

$$H_{\rm JC}=\omega a^\dagger a+\frac{\omega_0}{2}\sigma_z+g(a\sigma_++a^\dagger\sigma_-).$$

At small coupling its ground state is $|g,0\rangle$: molecule down, no photon. At $g=\sqrt{\omega\omega_0}$ a level with one excitation comes down and crosses it. Just beyond that point the ground state contains photons, and its parity has changed.

I read this as a sudden change of ground state that a sufficiently strongly coupled molecule would undergo. But when I diagonalize the Rabi Hamiltonian, with coupling $g(a+a^\dagger)\sigma_x$, I see no kink at that coupling. Have I missed the crossing, has it moved, or is it not there? And if the two lowest Rabi levels become almost equal at large $g$, how can I be sure that they never cross?

## Answer

Your Jaynes–Cummings (JC) calculation is right, but the crossing belongs to that Hamiltonian. The Rabi model has a unique ground state of the same parity at every finite coupling. Its two lowest levels do approach each other, so a numerical scan alone cannot settle the matter; there is, however, a short proof.

I take $\omega>0$, $\omega_0>0$ and real $g\ge0$. The spin operators act as $\sigma_+|g\rangle=|e\rangle$ and $\sigma_-|e\rangle=|g\rangle$, with $\sigma_x=\sigma_++\sigma_-$. The letter $g$ inside a ket is the lower molecular state; elsewhere it is the coupling.

### The crossing you found

The JC coupling exchanges a photon for a molecular excitation, so it conserves $N=a^\dagger a+\sigma_+\sigma_-$. The state $|g,0\rangle$ is alone in its block, with energy $-\omega_0/2$. For $N=n\ge1$, the basis $|e,n-1\rangle$, $|g,n\rangle$ gives

$$\begin{pmatrix}(n-1)\omega+\omega_0/2&g\sqrt n\\ g\sqrt n&n\omega-\omega_0/2\end{pmatrix}.$$

The mean of the diagonal entries is $(n-\tfrac12)\omega$ and their difference is $\omega_0-\omega$, so the lower eigenvalue is

$$E_n=(n-\tfrac12)\omega-\tfrac12\sqrt{(\omega_0-\omega)^2+4g^2n}.$$

Setting $E_n=-\omega_0/2$ gives

$$\sqrt{(\omega_0-\omega)^2+4g^2n}=(2n-1)\omega+\omega_0.$$

Both sides are positive, so squaring adds no false solution. The difference of two squares then factorizes:

$$4g^2n=[(2n-1)\omega+\omega_0]^2-(\omega_0-\omega)^2=2n\omega\,[(2n-2)\omega+2\omega_0].$$

Hence level $n$ meets the $N=0$ level at

$$g_n^2=\omega[(n-1)\omega+\omega_0].$$

The smallest of these couplings is $g_1=\sqrt{\omega\omega_0}$. Each $E_n$ falls as $g$ grows, so $|g,0\rangle$ is the ground state below $g_1$, and an $N=1$ state takes over just above it. This is a true crossing of $H_{\rm JC}$: conservation of $N$ forbids the two states to mix.

### What the truncation removed

Expanding the Rabi coupling gives

$$g(a+a^\dagger)\sigma_x=g(a\sigma_++a^\dagger\sigma_-)+g(a\sigma_-+a^\dagger\sigma_+).$$

The last bracket holds the counter-rotating terms, which JC omits. The JC terms annihilate $|g,0\rangle$, but the omitted ones turn it into $g|e,1\rangle$. That state lies higher by

$$(\omega+\omega_0/2)-(-\omega_0/2)=\omega+\omega_0.$$

Second-order perturbation theory therefore lowers the Rabi ground energy by $g^2/(\omega+\omega_0)$ at weak coupling, whereas the JC ground energy does not move.

Take $\omega=1$ and $\omega_0=0.64$, with all energies in units of $\hbar\omega$. The JC crossing is at $g_1=\sqrt{0.64}=0.8$. The mixing ratio there is $g_1/(\omega+\omega_0)=0.8/1.64=0.49$, which is not small. The second-order shift would be $-0.64/1.64=-0.39$; the computed one is $-0.772-(-0.320)=-0.452$.

A far-detuned system has a smaller mixing ratio at $g_1$, but this does not rescue the crossing. For $\omega_0\ll\omega$ the omitted shift is indeed small, yet two JC levels coincide at $g_1$, so even a small shift can decide which is lower. For $\omega_0\gg\omega$ the ratio is misleading: at $\omega_0=25$, $g_1=5$, it is $0.19$ and the second-order shift would be $-0.96$, but the computed shift is $-14.1$, with about $23$ photons in the ground state. We need the ordering of the levels in the full model.

### Parity splits the Rabi model into two chains

The Rabi coupling does not conserve $N$, but it changes $N$ by $0$ or $\pm2$. What survives is the parity

$$\Pi=-\sigma_z(-1)^{a^\dagger a}=(-1)^N.$$

Equivalently, $a+a^\dagger$ and $\sigma_x$ each reverse one factor of $\Pi$, so their product leaves $\Pi$ unchanged. The two chains of states are

$$\Pi=+1:\ |g,0\rangle,|e,1\rangle,|g,2\rangle,\ldots$$

$$\Pi=-1:\ |e,0\rangle,|g,1\rangle,|e,2\rangle,\ldots$$

Symmetry by itself does not forbid a crossing. On the contrary, levels from different chains may cross, because nothing couples them. The proof must show that the lowest level of the first chain stays below that of the second.

Number the states of either chain by their photon number $n$. Neighbours are coupled by $g\sqrt{n+1}$, as in a driven oscillator. The molecular energy alternates: it is $-(\omega_0/2)(-1)^n$ in the even chain and $+(\omega_0/2)(-1)^n$ in the odd one. With $b=\sigma_xa$, which lowers $n$ by one within a chain,

$$H_\pm=\omega b^\dagger b+g(b+b^\dagger)\mp\frac{\omega_0}{2}(-1)^{b^\dagger b}.$$

Introduce $x=(b+b^\dagger)/\sqrt2$. The $n$th oscillator function has reflection parity $(-1)^n$, so $(-1)^{b^\dagger b}$ is the reflection $R$, with $R\psi(x)=\psi(-x)$. Thus

$$H_\pm=\frac{\omega}{2}\left(-\frac{d^2}{dx^2}+x^2-1\right)+\sqrt2\,gx\mp\frac{\omega_0}{2}R.$$

The two problems differ only in the sign of the reflection term. Note that $x$ is a coordinate along a parity chain; because $b$ contains a spin flip, it is not the cavity field itself.

### Why the even level is lower

The potential confines the particle, so each $H_\pm$ has a lowest eigenfunction. Let $\psi$ be a real, normalized one for $H_-$, and use $|\psi|$ as a trial function for $H_+$.

Taking the absolute value does not raise the kinetic energy, since the slope changes at most in sign. The potential energy depends on $\psi^2$ and stays the same. Only the reflection term remains:

$$E_--\langle|\psi|\,|H_+|\,|\psi|\rangle\ge\frac{\omega_0}{2}\int\left[\psi(x)\psi(-x)+|\psi(x)\psi(-x)|\right]dx\ge0.$$

The variational principle then gives

$$E_+\le\langle|\psi|\,|H_+|\,|\psi|\rangle\le E_-.$$

We must still exclude equality. If $E_+=E_-$, then $\phi=|\psi|$ reaches the minimum energy of $H_+$ and is an eigenfunction of it. Suppose $\phi(x_0)=0$. All terms proportional to $\phi(x_0)$ drop out of the eigenvalue equation, leaving

$$-\frac{\omega}{2}\phi''(x_0)-\frac{\omega_0}{2}\phi(-x_0)=0,$$

so that

$$\phi''(x_0)=-\frac{\omega_0}{\omega}\phi(-x_0)\le0.$$

But $\phi\ge0$, so a zero is a minimum, where $\phi'(x_0)=0$ and $\phi''(x_0)\ge0$. Both conditions on $\phi''$ hold only if $\phi(-x_0)=0$. That point is then also a minimum, with zero slope. The pair $\phi(x),\phi(-x)$ obeys a linear second-order system whose values and slopes all vanish at $x_0$. Its unique solution is zero everywhere, which is impossible for a normalized function. Hence $\phi$ has no zero.

Equality also requires the integrand above to vanish at every $x$. At $x=0$ it is $2\psi(0)^2$, so $\psi(0)=0$. This contradicts the absence of zeros, and therefore

$$E_+<E_-\qquad\text{for every finite }g.$$

The even ground state is also unique. If $\chi$ is any real ground function of $H_+$, then $|\chi|$ has no higher energy and is a ground function too. By the argument just given it has no zeros, so $\chi$ keeps one sign. Two functions of fixed sign without zeros cannot be orthogonal, so there cannot be two independent ground functions.

At $g=0.8$, a calculation on a spatial grid gives $E_+=-0.772$, trial energy $-0.650$ and $E_-=-0.599$, in the order the proof demands.

The proof does not carry over to JC. There the links created by counter-rotating terms are missing: $|g,0\rangle$ is cut off from $|e,1\rangle$, although $|e,1\rangle$ is still linked to $|g,2\rangle$. A chain with alternate links removed is not the displaced oscillator used above.

### Where does the crossing go?

Multiply the counter-rotating terms by $\lambda$, with $0\le\lambda<1$. The value $\lambda=0$ is JC, and $\lambda\to1$ approaches the Rabi model. Define

$$B=g(\sigma_-+\lambda\sigma_+),\qquad B^\dagger=g(\sigma_++\lambda\sigma_-).$$

Then $H_\lambda=\omega a^\dagger a+a^\dagger B+aB^\dagger+(\omega_0/2)\sigma_z$. Completing the square gives

$$H_\lambda=\omega A^\dagger A-\frac{B^\dagger B}{\omega}+\frac{\omega_0}{2}\sigma_z,\qquad A=a+\frac B\omega.$$

Because $\sigma_+^2=\sigma_-^2=0$, the cross terms in $B^\dagger B$ vanish:

$$B^\dagger B=g^2(\sigma_+\sigma_-+\lambda^2\sigma_-\sigma_+).$$

The terms outside $\omega A^\dagger A$ therefore equal $-g^2/\omega+\omega_0/2$ in the upper molecular state and $-\lambda^2g^2/\omega-\omega_0/2$ in the lower one. They agree when

$$g^2(1-\lambda^2)=\omega\omega_0,\qquad g_c=\sqrt{\frac{\omega\omega_0}{1-\lambda^2}}.$$

Their common value is the mean of the two expressions, $E_c=-g_c^2(1+\lambda^2)/(2\omega)$. At this coupling $H_\lambda=E_c+\omega A^\dagger A$. Since $A^\dagger A$ cannot be negative, any state annihilated by $A$ is a ground state.

There are two such states. For $\lambda>0$, the spin vectors $\sqrt\lambda|e\rangle\pm|g\rangle$ are eigenvectors of $B$ with eigenvalues $\pm g_c\sqrt\lambda$. Each is paired with a coherent cavity state, $a|\alpha\rangle=\alpha|\alpha\rangle$, of amplitude $\alpha=\mp g_c\sqrt\lambda/\omega$. Parity exchanges the two products up to a sign, so their sum and difference have opposite parities. For $\lambda=0$ the two states are $|g,0\rangle$ and, before normalization, $|e,0\rangle-(g_c/\omega)|g,1\rangle$. These are your crossing partners.

For $\omega_0=0.64$, the search for a sign change of $E_--E_+$ finds

- $\lambda=0$: $g_c=0.800$;
- $\lambda=0.5$: $g_c=0.924$;
- $\lambda=0.8$: $g_c=1.333$;
- $\lambda=0.9$: $g_c=1.835$.

The last value follows from $0.8/\sqrt{1-0.81}=1.835$. As $\lambda\to1$ this crossing runs off to infinite coupling. At $\lambda=1$ its condition would read $0=\omega\omega_0$, which has no solution here. That removes this particular crossing; the ordering proof excludes any other between the lowest levels of the two chains.

### What you should see in the spectrum

The columns show the JC $N=0$ level, the lower JC $N=1$ level, and the lowest Rabi level of each parity:

| $g$ | JC, 0 | JC, 1 | Rabi, $+$ | Rabi, $-$ |
|---|---|---|---|---|
| 0.4 | −0.320 | 0.061 | −0.421 | 0.011 |
| 0.8 | −0.320 | −0.320 | −0.772 | −0.599 |
| 1.2 | −0.320 | −0.713 | −1.481 | −1.444 |
| 2.0 | −0.320 | −1.508 | −4.007 | −4.007 |

At $g=0.8$ the JC gap is zero, while the Rabi gap is $0.174$. The last two Rabi entries look equal only because of rounding: their gap is $2.19\times10^{-4}$.

The photon number shows the same contrast. Between $g=0.79$ and $0.81$, the JC ground state jumps from $0$ to $0.39$ photons. The Rabi value goes from $0.41$ to $0.44$. Since the Rabi ground level is isolated at each finite $g$, and $H$ is linear in $g$, ordinary nondegenerate perturbation theory applies around every coupling. The state can change greatly as $g$ grows, but it changes smoothly. How gradual the change is depends on $\omega_0/\omega$. For $\omega_0\gg\omega$ it gathers near $g=\sqrt{\omega\omega_0}/2$, half of $g_1$, and sharpens as $\omega_0/\omega$ grows; at any finite ratio it remains a smooth crossover with no change of parity.

The similar photon numbers just above the JC crossing do not mean similar states. The JC state there has odd parity. The Rabi state at $g=0.8$ has even parity, with probability $0.687$ in $|g,0\rangle$ and $0.219$ in $|e,1\rangle$. The remaining $0.094$ lies further along the even chain. So finding photons in the ground state is no evidence that a crossing has occurred.

### Why the levels nearly meet

Treat the reflection term as a perturbation, which is justified when $\omega_0\ll\omega$. Without it,

$$H_\pm=\omega\left(b^\dagger+\frac g\omega\right)\left(b+\frac g\omega\right)-\frac{g^2}{\omega}.$$

Both chains then have the same ground state, a coherent state of amplitude $\beta=-g/\omega$. Its photon-number probabilities are $e^{-\beta^2}\beta^{2n}/n!$, so

$$\langle R\rangle=e^{-\beta^2}\sum_{n=0}^{\infty}\frac{(-1)^n\beta^{2n}}{n!}=e^{-2\beta^2}.$$

To first order in $\omega_0$,

$$E_\pm\approx-\frac{g^2}{\omega}\mp\frac{\omega_0}{2}e^{-2g^2/\omega^2},\qquad E_--E_+\approx\omega_0e^{-2g^2/\omega^2}.$$

The gap is small because reflection carries the displaced state to one displaced the other way, and the two barely overlap. The second-order shift is the same in both chains, since it contains the square of $\mp\omega_0/2$. It cancels from the gap, so the relative error of the gap estimate starts at second order in $\omega_0$.

At $g=0.8$ the estimate is $0.64\,e^{-1.28}=0.178$, about $2.5\%$ above the computed $0.174$. At $g=2$ it is $0.64\,e^{-8}=2.15\times10^{-4}$, about $2\%$ below the computed gap. Here $\omega_0/\omega=0.64$ is not small, so this agreement is a numerical finding for these parameters, not a guaranteed accuracy.

### When parity stops protecting the state

The near-degeneracy has a practical consequence. Add a small bias $(\varepsilon/2)\sigma_x$, which reverses $\Pi$ and so couples the two chains. Let $\Delta=E_--E_+$. At strong coupling the two chain functions are nearly the same displaced state, so the matrix element of $\sigma_x$ between them is close to one. Keeping only these two levels, and measuring energy from their mean, we have

$$H_2\approx\frac12\begin{pmatrix}-\Delta&\varepsilon\\\varepsilon&\Delta\end{pmatrix}.$$

Its lower energy is $E=-\tfrac12\sqrt{\Delta^2+\varepsilon^2}$. Since $\partial H_2/\partial\Delta=-\Pi/2$ in this basis, the mean parity is

$$\langle\Pi\rangle=-2\frac{\partial E}{\partial\Delta}=\frac{\Delta}{\sqrt{\Delta^2+\varepsilon^2}}.$$

At $g=2$, $\Delta=2.19\times10^{-4}$. A bias of only $\varepsilon=10^{-3}$ gives $\langle\Pi\rangle\approx0.21$, and full diagonalization agrees. This is mixing by a perturbation that breaks the symmetry; it is not the JC crossing reappearing.

By contrast, a quadratic field term $D(a+a^\dagger)^2$ with $D\ge0$ preserves the result. Since $\sigma_x^2=1$, it equals $D(b+b^\dagger)^2=2Dx^2$. It adds the same confining potential to both chains, and every step of the ordering proof still holds. For $D=1$ and $g=0.8$, the gap is $0.566$.

The theorem concerns one unbiased two-level molecule and one mode, at finite parameters with $\omega_0>0$. If $\omega_0=0$, the reflection term vanishes and the two chains are degenerate at every $g$. Further molecular levels, many molecules or many modes need their own analysis. Couplings $g\sim\omega$ are far above those of a single real molecule, and there the truncation to two levels is itself doubtful. A difference in permanent dipole between the two states adds a term $\propto\sigma_z(a+a^\dagger)$, which breaks $\Pi$ and lies outside the proof. Within the Rabi model, your missing kink is the correct result. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
omega = 1, omega0 = 0.64; energies in hbar*omega
JC crossing g = sqrt(omega*omega0) = 0.8000
Levels: JC N=0, JC lower N=1, Rabi parity +, Rabi parity -
 g=0.2: -0.32000 0.23093 -0.34462 0.22404
 g=0.4: -0.32000 0.06137 -0.42135 0.01104
 g=0.6: -0.32000 -0.12642 -0.55901 -0.26599
 g=0.8: -0.32000 -0.32000 -0.77209 -0.59850
 g=1.0: -0.32000 -0.51607 -1.07650 -0.98915
 g=1.2: -0.32000 -0.71342 -1.48066 -1.44383
 g=1.6: -0.32000 -1.11009 -2.57323 -2.56930
 g=2.0: -0.32000 -1.50808 -4.00697 -4.00675
Rabi gap E(-)-E(+), and estimate omega0*exp(-2g^2/omega^2)
 g=0.4: 4.3239e-01 4.6474e-01
 g=0.8: 1.7359e-01 1.7794e-01
 g=1.2: 3.6833e-02 3.5926e-02
 g=1.6: 3.9281e-03 3.8247e-03
 g=2.0: 2.1924e-04 2.1470e-04
Weak coupling: shift/g^2 = -0.6098, -1/(omega+omega0) = -0.6098
g/(omega+omega0) at JC crossing = 0.4878
Mean photon number in the ground state: JC, Rabi
 g=0.79: 0.0000 0.4098
 g=0.81: 0.3915 0.4401
Rabi ground at g=0.8: parity = 1.000000
 probability of |g,0> = 0.6869
 probability of |e,1> = 0.2194
Reflection argument on grid, g=0.8:
 E(+) = -0.7721, trial |psi| = -0.6501, E(-) = -0.5985
Scaled counter-rotating terms: lambda, g found, g formula, energy
 0.0: 0.80000 0.80000 -0.32000
 0.5: 0.92376 0.92376 -0.53333
 0.8: 1.33333 1.33333 -1.45778
 0.9: 1.83533 1.83533 -3.04842
With D = 1.00, g=0.8: gap = 0.56631
Mean parity of ground state at g=2 with bias:
 bias=0.000: mean parity = 1.0000
 bias=0.001: mean parity = 0.2144
```
